# The Kane effective mass at a zinc-blende conduction-band edge: a program that tests the result

```python
"""Test of the Kane conduction-band-edge mass
    m0/m = 1 + 2F + (Ep/3) * (2/Eg + 1/(Eg + Delta))
Eg: gap; Delta: valence spin-orbit splitting; Ep = 2 P^2 (atomic units),
where <S|p_x|X> = i P; F: sum over states r outside the valence triplet
of |<S|p_x|r>|^2 / (Ec - Er). Energies are counted from the conduction edge.
The formula is compared with curvatures of diagonalized Hamiltonians.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10   # angstrom


def kane_inverse_mass(gap, delta, ep, f):
    return 1 + 2 * f + ep / 3 * (2 / gap + 1 / (gap + delta))


# Angular momentum and spin-orbit operator in the real basis X, Y, Z
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k] = 1
    levi[i, k, j] = -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_sigma = sum(np.kron(-1j * levi[i], pauli[i]) for i in range(3))

# ---- Test 1: k.p mass sum against the Bloch condition of a 1D crystal ----
period, v1, v2 = 6.0, 0.10, 0.15
G = 2 * np.pi / period
n = np.arange(-15, 16)
diff = np.abs(n[:, None] - n[None, :])
h_pw = np.diag((n * G) ** 2 / 2) + v1 * (diff == 1) + v2 * (diff == 2)
levels, states = np.linalg.eigh(h_pw)
band = 2
p_elements = states.T @ (n * G * states[:, band])
others = np.arange(len(n)) != band
sum_1d = 1 + 2 * np.sum(p_elements[others] ** 2
                        / (levels[band] - levels[others]))


def bloch_trace(energy):
    """Trace of the transfer matrix over one period, equal to 2 cos(k a)."""
    def rhs(x, y):
        v = 2 * v1 * np.cos(G * x) + 2 * v2 * np.cos(2 * G * x)
        c = 2 * (v - energy)
        return [y[1], c * y[0], y[3], c * y[2]]
    end = solve_ivp(rhs, (0, period), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-11, atol=1e-12).y[:, -1]
    return end[0] + end[3]


edge, step = levels[band], 1e-3
assert abs(bloch_trace(edge) - 2) < 1e-7
slope = (bloch_trace(edge + step) - bloch_trace(edge - step)) / (2 * step)
curvature_1d = -2 * period**2 / slope
assert abs(curvature_1d / sum_1d - 1) < 1e-4

# ---- Test 2: spin-orbit energies and weights of a p orbital along k ----
so_values, so_vectors = np.linalg.eigh(l_dot_sigma)
assert np.allclose(so_values, [-2, -2, 1, 1, 1, 1])
rng = np.random.default_rng(4)
for _ in range(5):
    direction = rng.normal(size=3)
    direction /= np.linalg.norm(direction)
    overlap = np.abs(so_vectors.conj().T @ np.kron(direction, [1, 0])) ** 2
    weight_half, weight_three_half = overlap[:2].sum(), overlap[2:].sum()
    assert abs(weight_three_half - 2 / 3) < 1e-12
    assert abs(weight_half - 1 / 3) < 1e-12


# ---- Test 3: 14-band model, orbitals S, X, Y, Z, X', Y', Z' with spin ----
def hamiltonian(kvec, gap, delta, ep, remote_gap, remote_delta, remote_ep,
                q, mixing=0.0):
    """Energies in eV, kvec and q in atomic units; result in hartree."""
    P, P_remote = np.sqrt(np.array([ep, remote_ep]) / HARTREE / 2)
    kp = np.zeros((7, 7), complex)
    for j in range(3):
        kp[0, 1 + j] += 1j * P * kvec[j]
        kp[0, 4 + j] += 1j * P_remote * kvec[j]
        kp[1:4, 4:7] += 1j * q * kvec[j] * np.abs(levi[:, j, :])
    kp = kp + kp.conj().T
    centres = np.array([0] + [-gap - delta / 3] * 3 + [remote_gap] * 3)
    h = np.kron(np.diag(centres / HARTREE) + kp, np.eye(2))
    h[2:8, 2:8] += delta / 3 / HARTREE * l_dot_sigma
    h[8:, 8:] += remote_delta / 3 / HARTREE * l_dot_sigma
    h[2:8, 8:] += mixing / 3 / HARTREE * l_dot_sigma
    h[8:, 2:8] += mixing / 3 / HARTREE * l_dot_sigma
    return h + np.eye(14) * np.dot(kvec, kvec) / 2


def band_inverse_mass(direction, *parameters):
    """Curvature of the spin-averaged conduction band, extrapolated to k=0."""
    unit = np.array(direction, float) / np.linalg.norm(direction)
    estimates = []
    for size in (5e-4, 2.5e-4):
        e = np.linalg.eigvalsh(hamiltonian(size * unit, *parameters))
        estimates.append(2 * e[6:8].mean() / size**2)
    return (4 * estimates[1] - estimates[0]) / 3


gap, delta, ep, f = 1.519, 0.341, 28.8, -1.94       # eV, eV, eV, pure number
remote_gap, remote_delta, q = 3.0, 0.2, 0.5         # illustrative triplet
remote_sum = (2 / (remote_gap + remote_delta / 3)
              + 1 / (remote_gap - 2 * remote_delta / 3)) / 3
directions = [(0, 0, 1), (1, 1, 0), (1, 1, 1), (0.3, -0.5, 0.9)]
model_masses, largest_error = [], 0.0
for g, d, e_p, f_test in [(gap, delta, ep, f), (0.4, 0.8, 20.0, -0.7)]:
    remote_ep = -2 * f_test / remote_sum
    expected = kane_inverse_mass(g, d, e_p, f_test)
    for direction in directions:
        found = band_inverse_mass(direction, g, d, e_p, remote_gap,
                                  remote_delta, remote_ep, q)
        largest_error = max(largest_error, abs(found / expected - 1))
        if g == gap:
            model_masses.append(found)
assert largest_error < 1e-5

# Heavy holes stay uncoupled when only the S-valence coupling P is present
k_test = 0.05 * np.array([0.6, 0.0, 0.8])
e = np.linalg.eigvalsh(hamiltonian(k_test, gap, delta, ep, remote_gap,
                                   remote_delta, 0.0, 0.0))
uncoupled = np.sum(np.abs(e + gap / HARTREE - k_test @ k_test / 2) < 1e-12)
assert uncoupled == 2

# Size of the neglected valence-remote spin-orbit mixing, illustrative value
mixing = 0.1
remote_ep = -2 * f / remote_sum
mixed = band_inverse_mass((0, 0, 1), gap, delta, ep, remote_gap,
                          remote_delta, remote_ep, q, mixing)
mixing_shift = mixed - model_masses[0]
assert 0.005 < abs(mixing_shift) < 0.2

# ---- Worked example ----
inverse_mass = kane_inverse_mass(gap, delta, ep, f)
mass = 1 / inverse_mass
mass_without_f = 1 / kane_inverse_mass(gap, delta, ep, 0)
mass_without_so = 1 / kane_inverse_mass(gap, 0, ep, f)
target = 0.067
f_needed = (1 / target - kane_inverse_mass(gap, delta, ep, 0)) / 2
coupling = np.sqrt(ep / HARTREE / 2) * HARTREE * BOHR
assert round(mass, 3) == target
assert round(f_needed, 2) == f
assert mass_without_so < mass

print(f"1D crystal, m0/m from k.p sum: {sum_1d:.5f}")
print(f"1D crystal, m0/m from Bloch condition: {curvature_1d:.5f}")
print(f"weight of J=3/2 in p orbital along k: {weight_three_half:.6f}")
print(f"weight of J=1/2 in p orbital along k: {weight_half:.6f}")
print(f"input Eg: {gap:.3f} eV")
print(f"input Delta: {delta:.3f} eV")
print(f"input Ep: {ep:.1f} eV")
print(f"input F: {f:.2f}")
print(f"Kane coupling hbar P/m0: {coupling:.3f} eV angstrom")
print(f"2/Eg: {2 / gap:.5f} 1/eV")
print(f"1/(Eg+Delta): {1 / (gap + delta):.5f} 1/eV")
print(f"J=3/2 contribution to m0/m: {2 * ep / (3 * gap):.4f}")
print(f"J=1/2 contribution to m0/m: {ep / (3 * (gap + delta)):.4f}")
print(f"remote contribution 2F: {2 * f:.2f}")
print(f"total m0/m: {inverse_mass:.4f}")
print(f"mass m/m0: {mass:.5f}")
print(f"mass m/m0 with F = 0: {mass_without_f:.5f}")
print(f"mass m/m0 with Delta = 0, same Eg: {mass_without_so:.5f}")
print(f"F needed for m/m0 = {target}: {f_needed:.4f}")
print(f"14-band test, remote triplet centre: {remote_gap:.1f} eV")
print(f"14-band test, remote splitting: {remote_delta:.1f} eV")
print(f"14-band test, remote Ep: {remote_ep:.3f} eV")
for direction, value in zip(directions, model_masses):
    print(f"14-band m0/m along {direction}: {value:.4f}")
print(f"largest relative error, both parameter sets: {largest_error:.1e}")
print(f"heavy-hole states uncoupled by P: {uncoupled}")
print(f"added valence-remote spin-orbit parameter: {mixing:.1f} eV")
print(f"resulting change of m0/m: {mixing_shift:+.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
1D crystal, m0/m from k.p sum: 7.70526
1D crystal, m0/m from Bloch condition: 7.70530
weight of J=3/2 in p orbital along k: 0.666667
weight of J=1/2 in p orbital along k: 0.333333
input Eg: 1.519 eV
input Delta: 0.341 eV
input Ep: 28.8 eV
input F: -1.94
Kane coupling hbar P/m0: 10.475 eV angstrom
2/Eg: 1.31666 1/eV
1/(Eg+Delta): 0.53763 1/eV
J=3/2 contribution to m0/m: 12.6399
J=1/2 contribution to m0/m: 5.1613
remote contribution 2F: -3.88
total m0/m: 14.9212
mass m/m0: 0.06702
mass m/m0 with F = 0: 0.05319
mass m/m0 with Delta = 0, same Eg: 0.06219
F needed for m/m0 = 0.067: -1.9379
14-band test, remote triplet centre: 3.0 eV
14-band test, remote splitting: 0.2 eV
14-band test, remote Ep: 11.628 eV
14-band m0/m along (0, 0, 1): 14.9212
14-band m0/m along (1, 1, 0): 14.9212
14-band m0/m along (1, 1, 1): 14.9212
14-band m0/m along (0.3, -0.5, 0.9): 14.9212
largest relative error, both parameter sets: 5.4e-08
heavy-hole states uncoupled by P: 2
added valence-remote spin-orbit parameter: 0.1 eV
resulting change of m0/m: -0.0277
ALL CHECKS PASSED
```
